# Slab Surface Energies: Drift from the Bulk Reference and the Linear Fit: a program that tests the result

```python
"""
Result under test: slab energies obey E_L = L*e + 2*gamma*A + delta_L.
A bulk reference e + eta makes the apparent surface energy drift by
-eta/2 per layer (per surface cell), while the intercept of a linear fit
of E_L against L gives 2*gamma*A plus a weighted sum of delta_L.

Model: simple cubic lattice, alternating site energies +/-DELTA,
nearest-neighbour hopping -T, one electron per atom, spin included.
L      number of atomic layers in a (001) slab
E_L    band energy per 1x1 surface cell (one atom per layer), eV
e      bulk energy per atom, equal to energy per layer and 1x1 cell, eV
gamma  surface energy; gamma*A is its value per 1x1 cell, eV
delta  finite-thickness residual, eV
"""
import numpy as np
from scipy.constants import e as charge
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal

T = 1.0
DELTA = 1.0
SPACING = 0.3e-9
MESH = 4


def mesh_points(n):
    return 2 * np.pi * (np.arange(n) + 0.5) / n


def inplane_energies(n):
    k = mesh_points(n)
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return (-2 * T * (np.cos(kx) + np.cos(ky))).ravel()


def slab_energy(layers, n):
    """Diagonalize the slab with two atoms per layer in the cell."""
    stagger = np.diag(DELTA * (-1.0) ** np.arange(layers))
    vertical = -T * (np.eye(layers, k=1) + np.eye(layers, k=-1))
    zero, one = np.zeros((layers, layers)), np.eye(layers)
    columns = np.block([[vertical + stagger, zero],
                        [zero, vertical - stagger]])
    coupling = np.block([[zero, one], [one, zero]])
    h = columns + inplane_energies(n)[:, None, None] * coupling
    levels = np.linalg.eigvalsh(h)
    # Two spins and two atoms per layer cancel in the energy per 1x1 cell.
    return levels[:, :layers].sum(axis=1).mean()


def bulk_energy(n, nz):
    """Diagonalize the periodic two-atom crystal on an n x n x nz mesh."""
    hop = (inplane_energies(n)[:, None]
           - 2 * T * np.cos(mesh_points(nz))[None, :]).ravel()
    h = np.zeros((hop.size, 2, 2))
    h[:, 0, 0], h[:, 1, 1] = DELTA, -DELTA
    h[:, 0, 1] = h[:, 1, 0] = hop
    return np.linalg.eigvalsh(h)[:, 0].mean()


def analytic_bulk_and_excess(n):
    """Bulk energy per layer and total excess of both surfaces."""
    bulk, excess = [], []
    for eps in inplane_energies(n):
        def g(theta):
            return np.sqrt(DELTA**2 + (eps - 2 * T * np.cos(theta))**2)
        mean = quad(g, 0, np.pi, epsabs=1e-12, epsrel=1e-12)[0] / np.pi
        bulk.append(-mean)
        excess.append((g(0.0) + g(np.pi)) / 2 - mean)
    return np.mean(bulk), np.mean(excess)


def line_fit(x, y):
    slope, intercept = np.polyfit(x, y, 1)
    return slope, intercept


def intercept_weights(x):
    centred = x - x.mean()
    return 1 / len(x) - x.mean() * centred / np.sum(centred**2)


# Insulating slabs: direct energies against the analytic asymptote.
thickness = np.arange(4, 23)
energy = {int(L): slab_energy(int(L), MESH) for L in thickness}
e_slab, excess = analytic_bulk_and_excess(MESH)
delta = {L: energy[L] - L * e_slab - excess for L in energy}
assert abs(delta[20]) < 1e-7

y = np.arcsinh(DELTA / (2 * T))
ratio_direct = delta[14] / delta[12]
ratio_formula = np.exp(-4 * y) * np.sqrt(13 / 15)
assert abs(ratio_direct / ratio_formula - 1) < 0.03

# Three bulk references and the drift each one causes.
e_dense = bulk_energy(24, 24)
assert abs(e_dense - bulk_energy(32, 32)) < 1e-5
references = {"dense": e_dense,
              "4x4x4": bulk_energy(MESH, 4),
              "matched": bulk_energy(MESH, 64)}
assert abs(references["matched"] - e_slab) < 1e-9
assert abs(references["dense"] - e_slab) > 5e-3
assert abs(references["4x4x4"] - e_slab) > 5e-3


def apparent(L, name):
    return (energy[L] - L * references[name]) / 2


for name in references:
    drift = (apparent(20, name) - apparent(12, name)) / 8
    assert abs(drift + (references[name] - e_slab) / 2) < 1e-5

# Linear fits over two thickness windows, without any bulk energy.
fits = {}
for first, last in ((10, 16), (16, 22)):
    x = np.arange(first, last + 1)
    values = np.array([energy[int(L)] for L in x])
    slope, intercept = line_fit(x, values)
    bias = intercept_weights(x) @ np.array([delta[int(L)] for L in x])
    assert abs(intercept - excess - bias) < 1e-10
    assert abs(intercept - excess) < 1e-4
    assert abs(slope - e_slab) < 1e-5
    fits[(first, last)] = (slope, intercept / 2, bias / 2)

# A denser in-plane mesh changes gamma itself.
x = np.arange(10, 17)
fine_slope, fine_intercept = line_fit(
    x, np.array([slab_energy(int(L), 12) for L in x]))
fine_bulk, fine_excess = analytic_bulk_and_excess(12)
assert abs(fine_intercept - fine_excess) < 1e-4
assert abs(fine_slope - fine_bulk) < 1e-5
assert abs(fine_intercept - excess) / 2 > 5e-4


# Metallic chain: residuals of order 1/L with alternating sign.
def chain_energy(L):
    levels = eigvalsh_tridiagonal(np.zeros(L), -T * np.ones(L - 1))
    return -np.abs(levels).sum()


chain_gamma = T - 2 * T / np.pi
limit = -np.pi * T / 20
metal = []
for start in (50, 100, 200):
    wide = np.arange(start, 2 * start + 1)
    values = np.array([chain_energy(int(L)) for L in wide])
    narrow_bias = line_fit(wide[:4], values[:4])[1] / 2 - chain_gamma
    wide_bias = line_fit(wide, values)[1] / 2 - chain_gamma
    metal.append((start, narrow_bias, wide_bias))
assert abs(metal[-1][1] - limit) < 0.01
assert abs(metal[-1][2]) < 0.005
assert abs(metal[-1][2]) < 0.6 * abs(metal[0][2])

# Worked numerical example.
print(f"hopping t = {T:.1f} eV; site energy Delta = {DELTA:.1f} eV")
print(f"layer spacing = {SPACING * 1e9:.1f} nm")
print(f"slab in-plane mesh = {MESH} x {MESH}")
print(f"analytic slab-consistent e = {e_slab:.6f} eV/layer")
for name, value in references.items():
    print(f"bulk {name}: e_ref = {value:.6f} eV/layer")
    print(f"  eta = {1000 * (value - e_slab):.3f} meV/layer")
    print(f"  drift of gamma*A = {-500 * (value - e_slab):.3f} meV/layer")
print("L, E_L, then gamma*A with dense, 4x4x4, matched bulk (all eV)")
for L in (4, 8, 12, 16, 20):
    print(f"{L:2d} {energy[L]:.6f} {apparent(L, 'dense'):.5f} "
          f"{apparent(L, '4x4x4'):.5f} {apparent(L, 'matched'):.5f}")
for (first, last), (slope, gamma_area, bias) in fits.items():
    print(f"fit L={first}..{last}: slope = {slope:.6f} eV/layer")
    print(f"  gamma*A = {gamma_area:.6f} eV; bias = {bias:.2e} eV")
print(f"analytic gamma*A, 4x4 mesh = {excess / 2:.6f} eV")
print(f"analytic gamma, 4x4 mesh = "
      f"{excess / 2 * charge / SPACING**2:.4f} J/m^2")
print(f"fit gamma*A, 12x12 mesh = {fine_intercept / 2:.6f} eV")
print(f"remaining 4x4 mesh error = "
      f"{500 * (excess - fine_intercept):.3f} meV/cell")
print(f"decay parameter y = {y:.5f} (dimensionless)")
print(f"delta_12 = {delta[12]:.3e} eV; delta_14 = {delta[14]:.3e} eV")
print(f"delta_14/delta_12: direct {ratio_direct:.4f}, "
      f"asymptotic {ratio_formula:.4f}")
print(f"metal chain: exact gamma*A = {chain_gamma:.6f} eV")
print(f"metal four-point bias limit = {limit:.5f} eV")
print("metal: start L, four-point bias, L-to-2L bias (eV)")
for start, narrow_bias, wide_bias in metal:
    print(f"{start:3d} {narrow_bias:.5f} {wide_bias:.5f}")
print("checks complete")
```

It prints:

```
hopping t = 1.0 eV; site energy Delta = 1.0 eV
layer spacing = 0.3 nm
slab in-plane mesh = 4 x 4
analytic slab-consistent e = -2.364504 eV/layer
bulk dense: e_ref = -2.346288 eV/layer
  eta = 18.216 meV/layer
  drift of gamma*A = -9.108 meV/layer
bulk 4x4x4: e_ref = -2.388763 eV/layer
  eta = -24.259 meV/layer
  drift of gamma*A = 12.129 meV/layer
bulk matched: e_ref = -2.364504 eV/layer
  eta = -0.000 meV/layer
  drift of gamma*A = 0.000 meV/layer
L, E_L, then gamma*A with dense, 4x4x4, matched bulk (all eV)
 4 -9.148810 0.11817 0.20312 0.15460
 8 -18.605160 0.08257 0.25247 0.15544
12 -28.063150 0.04615 0.30100 0.15545
16 -37.521166 0.00972 0.34952 0.15545
20 -46.979181 -0.02671 0.39804 0.15545
fit L=10..16: slope = -2.364504 eV/layer
  gamma*A = 0.155446 eV; bias = -2.04e-06 eV
fit L=16..22: slope = -2.364504 eV/layer
  gamma*A = 0.155448 eV; bias = -7.11e-09 eV
analytic gamma*A, 4x4 mesh = 0.155448 eV
analytic gamma, 4x4 mesh = 0.2767 J/m^2
fit gamma*A, 12x12 mesh = 0.153135 eV
remaining 4x4 mesh error = 2.313 meV/cell
decay parameter y = 0.48121 (dimensionless)
delta_12 = -4.480e-07 eV; delta_14 = -6.054e-08 eV
delta_14/delta_12: direct 0.1351, asymptotic 0.1358
metal chain: exact gamma*A = 0.363380 eV
metal four-point bias limit = -0.15708 eV
metal: start L, four-point bias, L-to-2L bias (eV)
 50 -0.14941 0.00316
100 -0.15307 0.00171
200 -0.15503 0.00089
checks complete
```
